# Work functions from thin slabs: macroscopic averaging and the noise it leaves: test program

```python
# Result under test: the work function of a metal from a thin slab,
#   W_macro = [V(vacuum) - Vbar(slab centre)] - [E_F(bulk) - Vbar(bulk)],
# has less quantum-size noise than W_direct = V(vacuum) - E_F(slab).
# V: electrostatic potential energy of an electron; Vbar: V averaged twice
# over one layer spacing; E_F: Fermi level. Hartree atomic units throughout.
# Model: laterally uniform Gaussian sheets of positive charge, LDA electrons,
# free motion in the plane, self-consistent Kohn-Sham equation along z.
import numpy as np
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
RS = 2.0
SPACING = 2.5
WIDTH = 0.8
DENSITY = 3 / (4 * np.pi * RS**3)
SHEET = DENSITY * SPACING
KF = (3 * np.pi**2 * DENSITY) ** (1 / 3)
VACUUM_CELLS = 11


def fermi_level(levels, weight, areal_density):
    """Solve sum_j weight*(mu-e_j)_+ / pi = areal_density exactly."""
    e = np.sort(np.ravel(levels))
    count = np.arange(1, e.size + 1)
    return np.min((np.pi * areal_density / weight + np.cumsum(e)) / count)


def xc_potential(density):
    return libxc.eval_xc("LDA,PW", density, spin=0, deriv=1)[1][0]


def kohn_sham(sheets, cells, n_k=1, per_layer=6):
    """Periodic cell of length cells*SPACING holding the given sheets."""
    h = SPACING / per_layer
    m = cells * per_layer
    length = cells * SPACING
    z = h * np.arange(m)
    g = 2 * np.pi * np.fft.fftfreq(m, h)
    centres = length / 2 + SPACING * (np.arange(sheets) - (sheets - 1) / 2)
    images = length * np.arange(-6, 7)
    dist = z[:, None, None] - centres[None, :, None] - images

    def gaussians(s):
        shape = np.exp(-dist**2 / (2 * s**2)).sum(axis=(1, 2))
        return SHEET * shape / (np.sqrt(2 * np.pi) * s)

    def hartree(net_electrons):
        f = np.fft.fft(net_electrons)
        f[0] = 0
        f[1:] *= 4 * np.pi / g[1:] ** 2
        return np.fft.ifft(f).real

    plus = gaussians(WIDTH)
    plane = np.fft.fft(np.eye(m), axis=0)
    minus_laplace = np.fft.ifft(g[:, None] ** 2 * plane, axis=0).real
    if n_k == 1:
        kinetic = 0.5 * minus_laplace[None]
    else:
        ks = (np.arange(n_k) + 0.5) * np.pi / (length * n_k)
        kinetic = np.array([np.fft.ifft(0.5 * (g + k)[:, None] ** 2 * plane,
                                        axis=0) for k in ks])
    start = gaussians(1.6)
    v = hartree(start - plus) + xc_potential(start)
    old_v, old_f = [], []
    for _ in range(150):
        levels, orbitals = np.linalg.eigh(kinetic + np.diag(v))
        mu = fermi_level(levels, 1 / n_k, SHEET * sheets)
        occupation = np.maximum(mu - levels, 0) / (np.pi * n_k)
        density = np.einsum("kj,kzj->z", occupation, np.abs(orbitals)**2) / h
        v_es = hartree(density - plus)
        residual = v_es + xc_potential(density) - v
        if np.max(np.abs(residual)) < 1e-6:
            break
        # Local Thomas-Fermi screening of the residual, then Anderson mixing
        screening = 4 / np.pi * (3 * np.pi**2 * density) ** (1 / 3)
        u = np.linalg.solve(minus_laplace + np.diag(screening),
                            minus_laplace @ residual)
        f = u - u.mean() + residual.mean()
        old_v, old_f = (old_v + [v])[-9:], (old_f + [f])[-9:]
        v = v + f
        if len(old_v) > 1:
            dv = np.diff(np.array(old_v), axis=0).T
            df = np.diff(np.array(old_f), axis=0).T
            v = v - (dv + df) @ np.linalg.lstsq(df, f, rcond=None)[0]
    else:
        raise RuntimeError("self-consistency not reached")

    def average(a):
        window = np.sinc(g * SPACING / (2 * np.pi)) ** 2
        return np.fft.ifft(np.fft.fft(a) * window).real

    mid = m // 2
    moment = 4 * np.pi * h * np.sum(
        (z[mid:] - z[mid]) * average(density - plus)[mid:])
    return dict(mu=mu, levels=levels, vacuum=v_es[0],
                centre=average(v_es)[mid], raw=v_es[mid], moment=moment)


bulk = kohn_sham(1, 1, n_k=400)
bulk_coarse = kohn_sham(1, 1, n_k=200)
bulk_fermi = bulk["mu"] - bulk["centre"]
bulk_bottom = bulk["levels"].min() - bulk["centre"]
assert abs(bulk_fermi - bulk_coarse["mu"] + bulk_coarse["centre"]) < 3e-5


def work_functions(slab, reference=bulk_fermi):
    direct = slab["vacuum"] - slab["mu"]
    macro = slab["vacuum"] - slab["centre"] - reference
    return direct, macro


# Free-electron box: explicit level filling against the noise law
for kappa in (40.05, 40.3, 40.5, 40.9):
    box = np.pi * kappa / KF
    box_levels = 0.5 * (np.pi * np.arange(1, 80) / box) ** 2
    smooth = np.pi / (2 * box**2) * (2 * kappa**3 / 3 - kappa**2 / 2)
    shift = fermi_level(box_levels, 1.0, smooth) - KF**2 / 2
    x = kappa % 1
    law = KF**2 / 2 * (x * x - x + 1 / 6) / kappa**2
    assert abs(shift - law) < 0.05 * KF**2 / 2 / (6 * kappa**2)

thick_layers = 40
thick = kohn_sham(thick_layers, thick_layers + VACUUM_CELLS)
thick_direct, thick_macro = work_functions(thick)
reference_w = 0.5 * (thick_direct + thick_macro)

layers = np.arange(5, 17)
slabs = [kohn_sham(int(n), int(n) + VACUUM_CELLS) for n in layers]
direct, macro = np.array([work_functions(s) for s in slabs]).T
raw = np.array([s["vacuum"] - s["raw"] - bulk_fermi for s in slabs])

# Shift of the slab Fermi level against the subband-filling prediction;
# x is the position of E_F above the top filled level, in level spacings
fermi_shift = np.array([s["mu"] - s["centre"] for s in slabs]) - bulk_fermi
predicted = []
for s in slabs:
    bottom = s["centre"] + bulk_bottom
    filled = np.sort(s["levels"][s["levels"] < s["mu"]])
    k_mu = np.sqrt(2 * (s["mu"] - bottom))
    k_below, k_top = np.sqrt(2 * (filled[-2:] - bottom))
    x = (k_mu - k_top) / (k_top - k_below)
    kappa = filled.size + x
    predicted.append(k_mu**2 / 2 * (x * x - x + 1 / 6) / kappa**2)
predicted = np.array(predicted)
correlation = np.corrcoef(fermi_shift, predicted)[0, 1]


def rms(values):
    return np.sqrt(np.mean((values - reference_w) ** 2))


# Convergence with vacuum width and grid, six layers
six = np.array(work_functions(slabs[int(np.where(layers == 6)[0][0])]))
wide = np.array(work_functions(kohn_sham(6, 6 + VACUUM_CELLS + 6)))
fine_bulk = kohn_sham(1, 1, n_k=400, per_layer=10)
fine = np.array(work_functions(kohn_sham(6, 6 + VACUUM_CELLS, per_layer=10),
                               fine_bulk["mu"] - fine_bulk["centre"]))
vacuum_change = np.max(np.abs(wide - six))
grid_change = np.max(np.abs(fine - six))

print(f"density parameter r_s = {RS:.1f} bohr")
print(f"layer spacing = {SPACING:.1f} bohr, sheet width = {WIDTH:.1f} bohr")
print(f"mean density = {DENSITY:.6f} bohr^-3")
print(f"charge per sheet = {SHEET:.6f} bohr^-2")
print(f"free-electron k_F = {KF:.5f} bohr^-1")
print(f"k_F * spacing / pi = {KF * SPACING / np.pi:.4f}")
print(f"bulk E_F - Vbar = {bulk_fermi:.5f} Ha")
print(f"bulk band bottom - Vbar = {bulk_bottom:.5f} Ha")
i7 = int(np.where(layers == 7)[0][0])
seven = slabs[i7]
print("seven-layer slab (zero: cell average of V):")
print(f"  V(vacuum) = {seven['vacuum']:.5f} Ha")
print(f"  Vbar(centre) = {seven['centre']:.5f} Ha")
print(f"  unfiltered V(centre) = {seven['raw']:.5f} Ha")
print(f"  E_F(slab) = {seven['mu']:.5f} Ha")
print(f"  potential step = {seven['vacuum'] - seven['centre']:.5f} Ha")
print(f"  step from dipole moment = {seven['moment']:.5f} Ha")
print(f"  W_direct = {direct[i7]:.5f} Ha, W_macro = {macro[i7]:.5f} Ha")
print(f"  W from unfiltered V = {raw[i7]:.5f} Ha")
print("layers, W_direct, W_macro, E_F shift, predicted shift (Ha):")
for row in zip(layers, direct, macro, fermi_shift, predicted):
    print("%3d %9.5f %9.5f %9.5f %9.5f" % row)
print(f"correlation of shift and prediction = {correlation:.3f}")
print(f"{thick_layers} layers: W_direct = {thick_direct:.5f} Ha")
print(f"{thick_layers} layers: W_macro = {thick_macro:.5f} Ha")
print(f"reference W (their mean) = {reference_w:.5f} Ha")
print(f"reference W = {reference_w * HARTREE_EV:.3f} eV")
print(f"rms error, direct = {rms(direct):.5f} Ha")
print(f"rms error, macro = {rms(macro):.5f} Ha")
print(f"rms error, direct = {rms(direct) * HARTREE_EV:.4f} eV")
print(f"rms error, macro = {rms(macro) * HARTREE_EV:.4f} eV")
print(f"rms error, unfiltered V = {rms(raw):.5f} Ha")
print(f"noise ratio direct/macro = {rms(direct) / rms(macro):.2f}")
print(f"largest error, direct = {np.abs(direct - reference_w).max():.5f} Ha")
print(f"largest error, macro = {np.abs(macro - reference_w).max():.5f} Ha")
print(f"change with wider vacuum = {vacuum_change:.1e} Ha")
print(f"change with finer grid = {grid_change:.1e} Ha")

# Both estimates share the thick-slab limit
assert abs(thick_direct - thick_macro) < 5e-4
# The potential step equals the dipole moment of the averaged charge
for s in slabs:
    assert abs(s["moment"] - (s["vacuum"] - s["centre"])) < 2e-4
# Numerical convergence
assert vacuum_change < 2e-4 and grid_change < 2e-4
# Subband filling drives the Fermi-level shift
assert correlation > 0.6
# Noise reduction, and the need for the macroscopic average
assert rms(macro) < rms(direct)
assert rms(macro) < rms(raw)
print("checks complete")
```

Running it gives:

```
density parameter r_s = 2.0 bohr
layer spacing = 2.5 bohr, sheet width = 0.8 bohr
mean density = 0.029842 bohr^-3
charge per sheet = 0.074604 bohr^-2
free-electron k_F = 0.95958 bohr^-1
k_F * spacing / pi = 0.7636
bulk E_F - Vbar = 0.10341 Ha
bulk band bottom - Vbar = -0.35697 Ha
seven-layer slab (zero: cell average of V):
  V(vacuum) = 0.09708 Ha
  Vbar(centre) = -0.14573 Ha
  unfiltered V(centre) = -0.16042 Ha
  E_F(slab) = -0.04277 Ha
  potential step = 0.24281 Ha
  step from dipole moment = 0.24281 Ha
  W_direct = 0.13985 Ha, W_macro = 0.13941 Ha
  W from unfiltered V = 0.15409 Ha
layers, W_direct, W_macro, E_F shift, predicted shift (Ha):
  5   0.12588   0.12673   0.00086  -0.00026
  6   0.13674   0.13639  -0.00035  -0.00115
  7   0.13985   0.13941  -0.00045  -0.00078
  8   0.13731   0.13738   0.00007   0.00010
  9   0.12958   0.13013   0.00055   0.00118
 10   0.13551   0.13538  -0.00013  -0.00033
 11   0.13794   0.13771  -0.00024  -0.00042
 12   0.13713   0.13705  -0.00008  -0.00009
 13   0.13319   0.13352   0.00033   0.00047
 14   0.13502   0.13503   0.00001  -0.00008
 15   0.13699   0.13683  -0.00016  -0.00024
 16   0.13689   0.13682  -0.00007  -0.00012
correlation of shift and prediction = 0.651
40 layers: W_direct = 0.13588 Ha
40 layers: W_macro = 0.13586 Ha
reference W (their mean) = 0.13587 Ha
reference W = 3.697 eV
rms error, direct = 0.00381 Ha
rms error, macro = 0.00347 Ha
rms error, direct = 0.1037 eV
rms error, macro = 0.0945 eV
rms error, unfiltered V = 0.01423 Ha
noise ratio direct/macro = 1.10
largest error, direct = 0.01000 Ha
largest error, macro = 0.00914 Ha
change with wider vacuum = 8.0e-07 Ha
change with finer grid = 4.5e-13 Ha
checks complete
```
